Accurate forces do not fix polymorph energy differences across a data gap

Add a constant to a potential energy and every force stays the same. Force data are therefore unchanged by the shift U → U + c, and whatever is inferred from them alone must be unchanged too. Suppose now that the data lie in two separate regions of configuration space, one around polymorph α and one around polymorph β, with nothing in between. The data then have a larger symmetry: the energy may be shifted by c_α in the first region and by a different c_β in the second. The energy difference D = U(β) − U(α) does not share this symmetry. It changes as

D → D + c_β − c_α.

A quantity that changes while the data stay fixed is not a function of the data. This fixes the form of the answer: force training can determine the shape of the energy inside each region, and it leaves one free number per region. One common constant has no physical effect, so two regions leave one physical unknown, which is D itself.

**The belief and its appeal**

The belief is that a surrogate model whose forces are accurate in both polymorphs must also give their energy difference accurately. It has a sound root. Force is the negative gradient of energy, so integrating the force recovers the energy. Each configuration supplies many force components and one total energy, so forces carry much of the information about shape. If held-out forces from both phases are reproduced almost perfectly, it seems that little can be left to go wrong.

The weak point is the word "integrating". An integral needs a path, and the force must be known along it. Held-out configurations drawn from the same two regions test the ends of the path and say nothing about its middle.

**What the forces determine**

Let X denote all coordinates, including the cell shape if it varies, at fixed composition and atom number. Energies are per atom. Let d(X) = U_model(X) − U_ref(X) be the error of a smooth model. If all generalised forces agree throughout a region, then ∇d = 0 there. For two points joined by a path inside the region,

d(X₂) − d(X₁) = ∫ ∇d · dX = 0,

so d is constant on each connected region. If no path inside the data joins two regions, this argument cannot compare their constants.

To show that the constants really are independent, take a smooth function s(X) that is 0 throughout the α region and 1 throughout the β region, with its whole rise in the gap. Define

U₂(X) = U₁(X) + C s(X).

In both regions ∇s = 0, so U₁ and U₂ have the same forces on all the data, while D₂ = D₁ + C. A deterministic training procedure that receives the same data returns the same prediction p for both references. The triangle inequality gives

|p − D₁| + |p − D₂| ≥ |D₂ − D₁| = |C|,

so at least one of the two errors is |C|/2 or larger. More force data from the same two regions do not alter this.

A trained model nevertheless prints a definite D. That number comes from the assumptions that carry the model across the gap: its functional form, its regularisation or its starting point. These assumptions may be good, but the force error on the data does not measure how good they are.

**A model with the scale of tin**

Tin has a diamond-structure phase, α, and a metallic tetragonal phase, β, which is the usual constituent of tin-based solder. A tetragonal compression of the cell connects the two structures. Let x run along this deformation from α at x = 0 to β at x = 1, and let q be the displacement of an atom in its cage. The model energy per atom is

U(x,q) = D h(x) + 16B x²(1 − x)² + ½K(x)q²,  h(x) = 3x² − 2x³.

Here K(x) = K_α + (K_β − K_α)h(x). Since h(0) = 0 and h(1) = 1, the energy difference at q = 0 is D. The parameters are round values: D = 23 meV, B = 150 meV, K_α = 6.0 eV/Å² and K_β = 3.3 eV/Å². This is a model, not an electronic-structure calculation of tin.

The forces follow by differentiation. Since h′ = 6x(1 − x) and the derivative of x²(1 − x)² is 2x(1 − x)(1 − 2x),

f_x = −∂U/∂x = −6D x(1 − x) − 32B x(1 − x)(1 − 2x) − ½K′(x)q²,

f_q = −∂U/∂q = −K(x)q.

Because x deforms the cell, f_x is a combination of stresses. Dividing it by the total logarithmic change of c/a, 0.944 in size, and by the α volume, 34 Å³ per atom, gives stress units. In these units 10 meV per unit x is 50 MPa. The result is a scaled generalised force, not a single component of the stress tensor, so the values in MPa below indicate only the scale of a real stress.

The surrogate is a flexible sum of Gaussians in x, with a second such sum multiplying q². It is trained on noise-free values of f_x and f_q within 0.12 of x = 0 and of x = 1, for |q| up to 0.20 Å. The stretch from 0.12 to 0.88 is empty. Combinations of coefficients that the data barely constrain, with singular values below 10⁻⁵ of the largest, are set to zero. The fit is then the solution of smallest norm for the truncated problem, and the D it returns depends on this cutoff as well as on the basis.

For Gaussian widths 0.05, 0.07 and 0.09 the surrogate returns D = 4.8, 5.2 and 6.7 meV. The true value is 23 meV. The root-mean-square held-out errors are at most 0.16 MPa in the stress, against a root-mean-square stress of 1865 MPa, and below 0.001 meV/Å in the atomic forces. The forces are almost perfect, and D is wrong by 16 to 18 meV. The three answers also differ from one another by only 2 meV, so in this example agreement between models is no measure of their common error. These three widths are small against the gap of 0.76. Wider Gaussians are stiffer and carry the shape of the data across it: at the same cutoff, widths 0.12, 0.20 and 0.30 return 12.5, 22.0 and 23.3 meV, with stress errors of a few tenths of a MPa or less. The force error does not say which width to trust, and the wide bases would return the same numbers for the modified reference introduced below, whose D is 40 meV larger.

The freedom can be displayed directly by adding one condition to the fit, a prescribed value of D, with the width held at 0.07. Values from −100 to +200 meV are all accepted, and the held-out stress error stays at 0.11 MPa throughout. Subtracting the two extreme fits gives an offset of 300 meV between the regions, while the difference varies by only about 0.0001 meV inside either region. This is the piecewise constant that the derivation requires.

**Why a rigid model can seem to refute the argument**

The formula for f_x contains D, even close to x = 0. Could one not read D off the force near α alone? One could, if the formula were known to hold across the gap and the forces were exact. At q = 0 the model energy is a quartic polynomial,

U(x,0) = a₁x + a₂x² + a₃x³ + a₄x⁴,

with the constant dropped. Its derivative is a cubic, and a cubic known on any interval is known everywhere. The forces then give all four coefficients, and D = a₁ + a₂ + a₃ + a₄. From α alone this extrapolation is badly conditioned: with 13 points within 0.12 of x = 0, noise of 1 meV per unit x scatters D by about 200 meV, against 0.5 meV when both regions are used. A quartic surrogate trained on the same disconnected data indeed returns 23.00 meV.

Now change the reference inside the gap. With t = (x − 0.2)/0.6, add

C s(x) = C(10t³ − 15t⁴ + 6t⁵),  C = 40 meV,

for 0.2 < x < 0.8, with s = 0 below and s = 1 above. The derivative ds/dt = 30t²(1 − t)² vanishes at both ends, as does the second derivative, so the energy, the force and the slope of the force are continuous at the joins; the third derivative of s jumps there. No training force changes, but the true D becomes 63 meV. The quartic surrogate still returns 23.00 meV. Its success in the first case came from a correct assumption about the gap, and nothing in the data distinguishes that case from the second.

**What a connecting path adds, and which force it needs**

Along a path from α to β at q = 0,

D = ∫₀¹ (∂U/∂x) dx = −∫₀¹ f_x dx.

Writing this for the model and for the reference and subtracting gives

D_model − D_ref = −∫₀¹ (f_model − f_ref) dx,

|D_model − D_ref| ≤ ∫₀¹ |f_model − f_ref| dx.

The path must be sampled densely enough for the surrogate to resolve it. With 41 values of x between −0.12 and 1.12, and both force components trained, the surrogate gives 23.0 meV for the first reference and 63.0 meV for the second. The same basis that failed before now tells them apart.

The component of force along the path is essential. Add any function g(x) to the energy. Then f_q = −∂U/∂q is unchanged, because g does not depend on q. Atomic forces recorded at every x therefore leave D free if the cell stresses are left out. The two references show this: along the whole path their atomic forces agree, while their stresses differ by up to 0.62 GPa. Trained on the atomic forces alone, the surrogate returns D = 0. Its q-independent terms do not enter those forces, and the smallest-norm rule sets their coefficients to zero. The configurations are connected, but the data are not.

The situation differs if atoms move from one structure to the other in a supercell of fixed shape and volume. The total energy change in that cell is then −∫ Σ F_i · dr_i, and the atomic forces contain all the work. If the relaxed phases have different cells, as α and β do, this is not yet D: the work of straining each phase between its own cell and the common one must be included, and that again requires stresses. The rule that covers both cases is that the recorded forces must include every component that does work along the path.

The integral also shows how force errors accumulate. If f_x carries a uniform bias b, the fitted energy acquires the term −bx, and D shifts by −b. A bias of 10 meV per unit x, or 50 MPa in the scaled units above, shifts D by −10.0 meV. That bias is only 2.7% of the root-mean-square stress quoted above. Random errors partly cancel in the signed integral: for one draw of noise with a standard deviation of 10 meV per unit x in f_x and 10 meV/Å in f_q, the error of D is 1.5 meV, below the bound of 3.4 meV evaluated for the same fit. Over all draws of such noise the standard deviation of the error of D is 0.8 meV.

The bound also covers a narrow gap. Let the gap have width w, and suppose there is independent reason to believe that the force error inside it is at most g. If the error elsewhere on the path is negligible, the error of D is at most gw. As w goes to zero at fixed g, the ambiguity disappears, because an offset C would require an average force error C/w inside the gap. In the tin model w = 0.76. To guarantee D to 1 meV one would need g = 1/0.76 = 1.3 meV per unit x, or about 7 MPa, in a region without data. Smoothness can thus replace data across a short gap, provided that the smoothness is known and not merely assumed.

**The transition temperature**

The offset matters because it enters a free energy directly. Treat each atom as three independent oscillators of frequency ω = √(K/M), with M the atomic mass. For one oscillator the partition function is a geometric series,

Z = Σₙ exp[−(n + ½)ħω/kT] = exp(−ħω/2kT)/[1 − exp(−ħω/kT)].

Taking −kT ln Z three times gives

F_vib = 3[ħω/2 + kT ln(1 − exp(−ħω/kT))],

ΔF(T) = D + F_vib,β(T) − F_vib,α(T).

The phases are in equilibrium where ΔF = 0. The forces determine K, hence ω and both vibrational terms. They do not determine D.

The sensitivity follows by differentiating the condition ΔF = 0. Since ∂ΔF/∂D = 1 and ∂ΔF/∂T = −ΔS, with ΔS = S_β − S_α,

dD − ΔS dT = 0,  so  dT/dD = 1/ΔS.

The size of ΔS can be estimated at high temperature. For ħω ≪ kT, the leading form is F_vib ≈ 3kT ln(ħω/kT). The difference between the phases is 3kT ln(ω_β/ω_α), and minus its temperature derivative is

ΔS ≈ 3k ln(ω_α/ω_β) = (3/2)k ln(K_α/K_β).

The last step uses ω ∝ √K. With k = 0.0862 meV/K this is 1.5 × 0.0862 × ln(6.0/3.3) = 0.077 meV/K. The full quantum expression gives 0.0757 meV/K at the transition, which lies at 291.5 K, or 18 °C. The slope is then 1/0.0757 = 13.2 K per meV, and a finite-difference test on the computed transition temperature confirms it.

Take three of the surrogates with imposed D. All reproduce K_α and K_β to the digits given, and all have the same force accuracy. With D = 13, 23 and 33 meV they place the transition at 157, 292 and 423 K. An offset of 10 meV per atom, invisible in every force on the data, moves the transition by more than 130 K.

An unconstrained surrogate can also fail in kind, by losing the transition altogether. The zero-point energy of β is lower than that of α by 5.6 meV. With the 5.2 meV returned at width 0.07, the free-energy difference at 0 K is −0.4 meV, so β is already the stable phase. The softer β oscillators have the larger entropy at every temperature above zero, so ΔF falls further on heating and no transition occurs. At width 0.09 the difference at 0 K is 6.7 − 5.6 = +1.1 meV, so α is stable when cold and a transition exists, near 60 K. With the singular-value cutoff held fixed, the basis width, which is not a property of tin, has decided whether the surrogate has a phase transition. The cutoff can decide it as well: at width 0.07 a cutoff of 10⁻⁶ gives D = 6.1 meV and a transition near 45 K.

**Set beside real tin**

Real tin has its equilibrium between α and β at roughly 13 °C. The model's 18 °C is no prediction, because D was chosen to put the transition near room temperature. The volumes, 34 and 27 Å³ per atom, and c/a = 0.55 for β are rough values for the real phases. The barrier of 162 meV per atom belongs to a uniform transformation of the model crystal and should not be read as a nucleation barrier.

Some neglected effects can be sized with rough inputs. A metallic density of states of 0.4 per eV and atom in β gives an electronic term −(π²/6)g_F(kT)² = −0.4 meV, where g_F is that density, and lowers the transition by about 5 K. Thermal expansion relaxes each phase by about −½B_T V(α_V T)², where B_T is the bulk modulus and α_V the volume expansion coefficient. With B_T = 55 GPa and α_V = 6 × 10⁻⁵ per K for β, and 45 GPa and 1.5 × 10⁻⁵ per K for α, the difference between the phases is −1.3 meV at the reference transition. This is about −18 K to first order, or −16 K when ΔF = 0 is solved with the term included. A Debye spectrum with the same mean logarithmic frequency changes the result by −1 K. Solder joints also carry stress. One atmosphere shifts the transition by −0.058 K, so a hydrostatic pressure of 10 MPa, about 100 atmospheres, would lower it by about 6 K at linear order. Alloying and anharmonicity beyond thermal expansion are not sized here. The effects that are sized are each well below the 130 K caused by a 10 meV offset.

**What removes the ambiguity**

One cure is to supply energies as well as forces. A single reference energy in each region fixes both constants, provided that the two energies come from mutually consistent calculations. If their errors are e_α and e_β, and the force fit adds no error of its own, the error of D is e_β − e_α: a common error cancels, and a difference in basis quality or Brillouin-zone sampling does not. The fit with D imposed at its true value of 23 meV shows the effect, for it recovers the reference transition with no change in force accuracy.

The other cure is a sampled path that includes every force component doing work along it. Systematic force errors then have to be small on the scale of the wanted D, since they add up over the path. Where both kinds of data exist, the energy difference integrated along the path can be compared with the difference of the labels. That comparison examines the offset, which held-out forces from the two separate regions cannot do. The numerical output below gives the individual values.

Numbers as computed

```
true D = U(beta)-U(alpha): 23.0 meV/atom
parameter B: 150 meV/atom; barrier from alpha: 161.7 meV/atom
K alpha, beta: 6.0, 3.3 eV/A^2
volume alpha, beta: 34, 27 A^3/atom
c/a of beta: 0.55; log strain size: 0.944
alpha stiffness along path: 26.1 GPa
data regions: x within 0.12 of 0 and of 1; |q| up to 0.20 A
training points: 130; held-out points: 120
held-out rms stress: 1865 MPa; rms force: 594 meV/A
min-norm fit, width 0.05: D = 4.77 meV/atom, errors 0.159 MPa, 0.000 meV/A
min-norm fit, width 0.07: D = 5.19 meV/atom, errors 0.106 MPa, 0.000 meV/A
min-norm fit, width 0.09: D = 6.72 meV/atom, errors 0.077 MPa, 0.000 meV/A
imposed D = -100.0 meV/atom: errors 0.106 MPa, 0.000 meV/A
imposed D = 13.0 meV/atom: errors 0.106 MPa, 0.000 meV/A
imposed D = 23.0 meV/atom: errors 0.106 MPa, 0.000 meV/A
imposed D = 33.0 meV/atom: errors 0.106 MPa, 0.000 meV/A
imposed D = 200.0 meV/atom: errors 0.107 MPa, 0.000 meV/A
two extreme fits: offset between regions 300.00 meV, variation inside a region 0.0001 meV
quartic model, reference 1: 23.00 meV (true 23.00)
quartic model, reference 2: 23.00 meV (true 63.00)
path with stresses, reference 1: D = 23.000 meV/atom
path with stresses, reference 2: D = 63.004 meV/atom
path, atomic forces only: D = 0.00 meV/atom in size, force error 0.000 meV/A
references 1 and 2 on path: largest stress difference 0.624 GPa
added force error: 49.9 MPa; atomic noise 10 meV/A
random noise: D error 1.548 meV, path bound 3.440 meV
uniform stress bias: D shift -10.000 meV
Einstein temperatures alpha, beta: 168.7, 125.1 K
reference transition: 291.5 K = 18.4 C
entropy difference there: 0.0757 meV/K; slope dT/dD: 13.21 K/meV
zero-point energy, beta minus alpha: -5.63 meV/atom
surrogate with D = 13 meV: K = 6.000, 3.300 eV/A^2, transition 157.0 K
surrogate with D = 23 meV: K = 6.000, 3.300 eV/A^2, transition 291.5 K
surrogate with D = 33 meV: K = 6.000, 3.300 eV/A^2, transition 422.8 K
min-norm fit, width 0.07: F(beta)-F(alpha) at 0 K = -0.44 meV/atom
rough inputs: beta 0.4 states/eV, 55 GPa, 6e-5 /K; alpha 45 GPa, 1.5e-5 /K
neglected electronic entropy: -0.41528 meV/atom, transition shift -5.488 K
neglected thermal expansion: -1.32669 meV/atom, transition shift -17.532 K
neglected 1 atm work: -0.00443 meV/atom, transition shift -0.058 K
Debye instead of Einstein: transition 290.5 K, shift -1.04 K
```
